# The One-Loop Anomalous Magnetic Moment in d Dimensions

## The electron's anomalous moment away from four dimensions

An electron in a weak, slowly varying magnetic field has a spin moment slightly different from the Dirac value, because it can emit a photon before it meets the field and reabsorb it afterwards. In four dimensions the one-loop shift is finite. At two loops, however, this shift is multiplied by renormalization constants containing $1/\epsilon$, where $d=4-2\epsilon$. A part of the shift proportional to $\epsilon$ then leaves a finite remainder, so the one-loop moment is needed as a function of $d$.

### Definitions and the loop integrand

Use $\hbar=c=\varepsilon_0=1$ and metric $(+,-,-,\ldots)$. In four dimensions $\alpha=e^2/4\pi$, which is $e^2/(4\pi\varepsilon_0\hbar c)$ in SI units. The electron has mass $m$, incoming momentum $p$ and outgoing momentum $p'$, with $p^2=p'^2=m^2$. Let $q=p'-p$ and $P=p+p'$. Between the spinors $\bar u(p')$ and $u(p)$ the vertex is

$$\Gamma^\mu=F_1(q^2)\gamma^\mu+F_2(q^2)\frac{i\sigma^{\mu\nu}q_\nu}{2m},\qquad \sigma^{\mu\nu}=\tfrac i2[\gamma^\mu,\gamma^\nu]. \tag{1}$$

The Gordon identity, valid between these spinors, is

$$P^\mu=2m\gamma^\mu-i\sigma^{\mu\nu}q_\nu. \tag{2}$$

It turns (1) into $F_1P^\mu/2m+(F_1+F_2)i\sigma^{\mu\nu}q_\nu/2m$. Charge normalization sets $F_1(0)=1$, so the spin coupling is $1+F_2(0)$ times its Dirac value. Equation (2) also shows that a term $CP^\mu$ in the vertex contributes $-2mC$ to $F_2$.

Let $k$ and $k'=k+q$ be the internal electron momenta and $\kappa=p-k$ the photon momentum. In Feynman gauge the two extra vertices, two electron propagators and photon propagator give $(-ie)^2\,i^2\,(-i)=-ie^2$. Hence

$$\delta\Gamma^\mu=-ie^2\!\int\!\frac{d^dk}{(2\pi)^d}\frac{N^\mu}{(k^2-m^2)(k'^2-m^2)\kappa^2}, \tag{3}$$

$$N^\mu=\gamma^\nu(\not k'+m)\gamma^\mu(\not k+m)\gamma_\nu.$$

The gauge parameter of a covariant gauge does not affect $F_2$. It adds to the photon propagator a term proportional to $\kappa^\nu\kappa^\rho$, which replaces both outer matrices by $\not\kappa$. On the right, $\not\kappa u=-(\not k-m)u$, and $(\not k+m)(\not k-m)=k^2-m^2$ cancels a denominator. The left side works the same way, because $\kappa=p'-k'$. What remains is a scalar integral times $\gamma^\mu$. The vertex counterterm is also proportional to $\gamma^\mu$, so neither changes $F_2$ at this order.

### The numerator

The relation $\{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu}$ and $g^\mu{}_\mu=d$ suffice. Moving $\gamma^\nu$ to the right one matrix at a time gives

$$\begin{aligned}
\gamma^\nu\not a\gamma_\nu&=(2-d)\not a,\\
\gamma^\nu\not a\not b\gamma_\nu&=2\not b\not a-(2-d)\not a\not b=4a\!\cdot\! b-(4-d)\not a\not b,\\
\gamma^\nu\not a\not b\not c\gamma_\nu&=2\not b\not c\not a-\not a[4b\!\cdot\! c-(4-d)\not b\not c]\\
&=-2\not c\not b\not a+(4-d)\not a\not b\not c.
\end{aligned}\tag{4}$$

The last line used $\not b\not c=2b\cdot c-\not c\not b$. Therefore

$$\begin{aligned}
N^\mu={}&-2\not k\gamma^\mu\not k'+(4-d)\not k'\gamma^\mu\not k+(2-d)m^2\gamma^\mu\\
&+m\left[4(k+k')^\mu-(4-d)(\not k'\gamma^\mu+\gamma^\mu\not k)\right].
\end{aligned}\tag{5}$$

Combine the denominators with Feynman parameters $x,y,z$ for $k^2-m^2$, $k'^2-m^2$ and $\kappa^2$, where $x+y+z=1$. Set $l=k+yq-zp$. Since $2p\cdot q=-q^2$, completing the square gives $l^2-\Delta$ with

$$\Delta=(1-z)^2m^2-xyq^2, \tag{6}$$

$$k=l+(1-x)p-yp',\qquad k'=l-xp+(1-y)p'. \tag{7}$$

Terms odd in $l$ vanish. In terms quadratic in $l$, $l^\alpha l^\beta$ becomes $g^{\alpha\beta}l^2/d$, and (4) leaves only $\gamma^\mu$. So $F_2$ comes from the terms without $l$.

Write $\simeq$ for equality between the spinors after multiples of $\gamma^\mu$ are dropped. The Dirac equations $\not pu=mu$ and $\bar u'\not p'=m\bar u'$ give

$$\not p\gamma^\mu\simeq2p^\mu,\quad \gamma^\mu\not p'\simeq2p'^\mu,\quad \not p\gamma^\mu\not p\simeq2mp^\mu,\quad \not p'\gamma^\mu\not p'\simeq2mp'^\mu.$$

For the remaining product,

$$\not p\gamma^\mu\not p'=2p^\mu\not p'-\gamma^\mu(2p\!\cdot\! p'-\not p'\not p)\simeq2mp^\mu+m\gamma^\mu\not p'\simeq2mP^\mu,$$

while $\not p'\gamma^\mu\not p\simeq0$. Thus

$$(a\not p+b\not p')\gamma^\mu(c\not p+f\not p')\simeq2m[a(c+f)p^\mu+f(a+b)p'^\mu]. \tag{8}$$

Insert (7). The parameter integral is symmetric under $x\leftrightarrow y$, so the coefficients of $p^\mu$ and $p'^\mu$ may be replaced by their mean, which multiplies $P^\mu$:

$$\begin{aligned}
\not k\gamma^\mu\not k'&\to2mz[(1-x)p+(1-y)p']^\mu\to mz(1+z)P^\mu,\\
\not k'\gamma^\mu\not k&\to-2mz[xp+yp']^\mu\to-mz(1-z)P^\mu,\\
4(k+k')^\mu&\to4[(1-2x)p+(1-2y)p']^\mu\to4zP^\mu,\\
\not k'\gamma^\mu+\gamma^\mu\not k&\to-2[xp+yp']^\mu\to-(1-z)P^\mu.
\end{aligned}\tag{9}$$

With the factors in (5), the coefficient of $P^\mu$ is

$$\begin{aligned}
C_N&=m[-2z(1+z)+4z+(4-d)(1-z)(1-z)]\\
&=m[2z(1-z)+(4-d)(1-z)^2].
\end{aligned}\tag{10}$$

The second term, absent at $d=4$, must be kept here.

### The integral and its result

For Euclidean $l$, write the denominator as an integral over $t$ and perform the Gaussian integral $(4\pi t)^{-d/2}$:

$$\begin{aligned}
\int\!\frac{d^dl}{(2\pi)^d}\frac1{(l^2+\Delta)^n}
&=\frac1{\Gamma(n)}\int_0^\infty\!dt\,t^{n-1}\frac{e^{-t\Delta}}{(4\pi t)^{d/2}}\\
&=\frac{\Gamma(n-d/2)}{(4\pi)^{d/2}\Gamma(n)}\Delta^{d/2-n}.
\end{aligned}\tag{11}$$

For $n=3$, Wick rotation gives a factor $i$ from the measure and $-1$ from the cubed denominator. The Feynman formula supplies a factor 2, which cancels $\Gamma(3)$. At $q^2=0$, the vertex coefficient is therefore

$$C=-\frac{e^2\Gamma(3-d/2)}{(4\pi)^{d/2}}\int dx\,dy\,dz\,\delta(1-x-y-z)\,C_N\Delta^{d/2-3}.$$

At fixed $z$, the other parameters contribute $w=1-z$. Using $F_2=-2mC$ and $\Delta=w^2m^2$,

$$F_2(0)=\frac{2e^2m^{d-4}}{(4\pi)^{d/2}}\Gamma\!\left(3-\frac d2\right)I(d), \tag{12}$$

$$\begin{aligned}
I(d)&=\int_0^1dw\,w^{d-5}[2w(1-w)+(4-d)w^2]\\
&=\frac2{d-3}-\frac2{d-2}+\frac{4-d}{d-2}
=\frac2{d-3}-1=\frac{5-d}{d-3}.
\end{aligned}\tag{13}$$

The result is

$$F_2(0)=\frac{2e^2m^{d-4}}{(4\pi)^{d/2}}R(d),\qquad
R(d)=\frac{\Gamma(3-d/2)(5-d)}{d-3}. \tag{14}$$

The prefactor also depends on $d$ and must be included in an expansion. The $w$ integral needs $d>3$. After averaging over directions of $l$, the momentum integral for $F_2$ needs $d<6$. Outside this interval (14) is an analytic continuation.

At $d=4$, $R=1$ and $F_2(0)=e^2/8\pi^2=\alpha/2\pi$. At $d=3.5$, $R=3\Gamma(5/4)=2.719$; at $d=4.7$, it has fallen to $0.244$. It vanishes at $d=5$, where the two terms $2/(d-3)$ and $-1$ cancel. Near $d=6$, $R\simeq-2/[3(6-d)]$. This is an ultraviolet divergence in the $\sigma^{\mu\nu}q_\nu$ structure, which requires a counterterm of that form.

### The pole at three dimensions

The pole at $d=3$ comes from $w\to0$, or soft photons. As $\kappa\to0$, $(\not p+m)\gamma_\nu u=2p_\nu u$ and its counterpart on the left reduce $N^\mu$ to $4p\cdot p'\gamma^\mu$, which contributes to $F_1$ alone. The magnetic term needs one more power of $\kappa$. Two electron denominators and the photon denominator scale together as $\kappa^{-4}$, so the soft region is

$$\int d\kappa\,\kappa^{d-1}\,\kappa\,\kappa^{-4}=\int d\kappa\,\kappa^{d-4},$$

which is logarithmic at $d=3$. Since $\Gamma(3/2)=\sqrt\pi/2$, (14) gives

$$R\simeq\frac{\sqrt\pi}{d-3},\qquad F_2(0)\simeq\frac{e^2}{4\pi m(d-3)}. \tag{15}$$

A small photon mass $\lambda$ makes the cutoff visible. The numerator is unchanged, and $\Delta=m^2[w^2+(1-w)r^2]$ with $r=\lambda/m$. At $d=3$, (13) becomes

$$I_\lambda=\int_0^1dw\,\frac{2w^2-w^3}{[w^2+(1-w)r^2]^{3/2}}.$$

For $r\ll1$ the mass matters only near $w\sim r$, where $1-w$ may be replaced by 1. The second term tends to $-1$, while the first gives

$$2\left[\operatorname{arsinh}\frac wr-\frac w{\sqrt{w^2+r^2}}\right]_0^1
\longrightarrow2\ln\frac2r-2.$$

Consequently,

$$R_\lambda(3)=\frac{\sqrt\pi}{2}\left[2\ln\frac{2m}{\lambda}-3\right]+\cdots, \tag{16}$$

where the omitted terms vanish as $r\to0$. The coefficient of $\ln(m/\lambda)$ is $\sqrt\pi=1.7725$, equal to the residue in (15). For $\lambda/m=10^{-4}$, (16) gives $R_\lambda=14.895$. As $\lambda\to0$ the one-loop, on-shell moment has no finite value in three dimensions.

### Expansion near four dimensions

The bare charge $e_0$ has a dimension when $d\ne4$. Introduce the MS-bar coupling $\alpha$ at scale $\mu$ by

$$e_0^2=4\pi\alpha\,\mu^{2\epsilon}\left(\frac{e^{\gamma}}{4\pi}\right)^\epsilon Z, \tag{17}$$

where $\gamma$ is Euler's constant and $Z=1+O(\alpha)$. At leading order $Z=1$, and (14) gives

$$F_2(0)=\frac\alpha{2\pi}\left(\frac{\mu^2}{m^2}\right)^\epsilon f(\epsilon),\quad
f(\epsilon)=e^{\gamma\epsilon}\Gamma(1+\epsilon)\frac{1+2\epsilon}{1-2\epsilon}. \tag{18}$$

The fraction is $1+4\epsilon+8\epsilon^2+\cdots$. The other factors give $1+\pi^2\epsilon^2/12+\cdots$, since the linear term of $\ln\Gamma(1+\epsilon)$ is $-\gamma\epsilon$ and its quadratic term is $\pi^2\epsilon^2/12$. Thus

$$f(\epsilon)=1+4\epsilon+\left(8+\frac{\pi^2}{12}\right)\epsilon^2+\cdots. \tag{19}$$

The quadratic coefficient is $8.822$. For $\mu\ne m$ the linear coefficient in $2\pi F_2(0)/\alpha$ is $4+\ln(\mu^2/m^2)$. If one instead writes $d=4-\epsilon'$, then $4\epsilon=2\epsilon'$.

### A two-loop use of the order-epsilon term

Let the internal photon create a pair of one massless charged Dirac flavour. This is one contribution at two loops, chosen because its integrals have closed forms. Define its polarization by $\Pi^{\mu\nu}=(\kappa^2g^{\mu\nu}-\kappa^\mu\kappa^\nu)\Pi$, so that to first order the transverse photon propagator is multiplied by $1+\Pi$. The fermion loop, including its minus sign, gives

$$i\Pi^{\mu\nu}=-e_0^2\int\!\frac{d^dl}{(2\pi)^d}
\frac{\operatorname{tr}[\gamma^\mu\not l\gamma^\nu(\not l+\not\kappa)]}{l^2(l+\kappa)^2}.$$

Contract the indices, with $\operatorname{tr}1=4$. The numerator becomes $4(2-d)l\cdot(l+\kappa)$, where $l\cdot(l+\kappa)=[l^2+(l+\kappa)^2-\kappa^2]/2$. The first two terms cancel a denominator and leave scaleless integrals, which vanish in dimensional regularization. With $K^2=-\kappa^2$, (11) at $n=2$ gives

$$\Pi=-\frac{2(d-2)}{d-1}e_0^2\,
\frac{\Gamma(\epsilon)B(1-\epsilon,1-\epsilon)}{(4\pi)^{d/2}}K^{-2\epsilon}. \tag{20}$$

Here $B(u,v)=\Gamma(u)\Gamma(v)/\Gamma(u+v)$. Gamma-function recursion gives $B(2-\epsilon,2-\epsilon)=\frac{1-\epsilon}{2(3-2\epsilon)}B(1-\epsilon,1-\epsilon)$, so

$$\Pi=-\frac{8e_0^2}{(4\pi)^{d/2}}\Gamma(\epsilon)B(2-\epsilon,2-\epsilon)K^{-2\epsilon}. \tag{21}$$

Its pole is $-\alpha/(3\pi\epsilon)$. In the MS-bar scheme $Z-1$ contains only poles in $\epsilon$, so finiteness of $e_0^2(1+\Pi)$ fixes the massless flavour's contribution to $Z-1$ as $\alpha/(3\pi\epsilon)$ at this order. The electron's own loop adds an equal pole, which belongs with a two-loop diagram not treated here.

Now insert $(K^2/m^2)^{-a}$ into the one-loop vertex. The photon denominator has power $1+a$, so the Feynman formula gains $z^a$ and its prefactor becomes $\Gamma(3+a)/\Gamma(1+a)$. Equation (11) with $n=3+a$ replaces $R(d)$ by

$$\begin{aligned}
G(a,d)=\frac{\Gamma(3+a-d/2)}{\Gamma(1+a)}\big[&2B(2+a,d-3-2a)\\
&+(4-d)B(1+a,d-2-2a)\big].
\end{aligned}\tag{22}$$

Set $\mu=m$ and $a=\epsilon$. In units of $(\alpha/\pi)^2$, the bare insertion is $-e^{2\gamma\epsilon}G(\epsilon,4-2\epsilon)\Gamma(\epsilon)B(2-\epsilon,2-\epsilon)$. To first order,

$$G=1+\left(\frac{13}{2}-\gamma\right)\epsilon,\quad
\Gamma(\epsilon)B(2-\epsilon,2-\epsilon)=\frac1{6\epsilon}\left[1+\left(\frac53-\gamma\right)\epsilon\right].$$

In $G$, the first beta function contributes $11/2$, the second contributes $1$, and the gamma ratio contributes $-\gamma$. The factor $e^{2\gamma\epsilon}$ removes both $\gamma$ terms. Hence

$$\begin{aligned}
\text{bare insertion}&=-\frac1{6\epsilon}-\frac{49}{36}+O(\epsilon),\\
\text{charge counterterm}&=\frac12\frac1{3\epsilon}f(\epsilon)=\frac1{6\epsilon}+\frac23+O(\epsilon),\\
\text{sum}&=-\frac{25}{36}=-0.6944.
\end{aligned}\tag{23}$$

The $2/3$ is the product of the counterterm pole and $4\epsilon$. Without it the poles would still cancel, but the finite answer would be $-49/36=-1.3611$.

The same sum follows directly at $d=4$. After renormalization, (21) multiplies the photon line by $1+(\alpha/3\pi)[\ln(K^2/m^2)-5/3]$. The logarithm weighted by the $F_2$ integrand is $-\partial_a\ln G(a,4)|_{a=0}$. Since $G(a,4)=2B(2+a,1-2a)$, this equals $-5/2$. The contribution is $\frac16(-5/2-5/3)=-25/36$, in agreement with (23).

### Size of the terms

Take $\alpha=0.00729735$. In four dimensions the one-loop term is $\alpha/2\pi=0.00116141$. Multiplication by the Bohr magneton, $9.27401\times10^{-24}$ J/T, gives a moment shift of magnitude $1.0771\times10^{-26}$ J/T.

For an illustration of (23), use the same number for the MS-bar coupling at $\mu=m$. The massless flavour then contributes $-3.747\times10^{-6}$ to $F_2(0)$, about $0.3\%$ of the one-loop term in magnitude. Omitting the order-$\epsilon$ term would give $-7.344\times10^{-6}$, almost twice as large. This model contribution leaves out the other two-loop diagrams and is not a prediction for the physical electron.

Numerical values quoted here were computed with a short program.
